# Finding the (111)/(100) etch-rate ratio of silicon from groove measurements

## Question

A silicon wafer with a (100) surface carries a silicon nitride mask. The mask has a long straight opening of width $W=300$ µm whose edges are aligned with a $\langle110\rangle$ direction. The wafer is etched in a hot aqueous potassium hydroxide (KOH) solution at 80 °C for $t=90$ min. A cross-section shows a flat (100) floor between two sloping {111} walls. The readings are:

- floor depth below the protected wafer surface, $d=100\pm1$ µm;
- horizontal undercut on each side, from the original mask edge to the top of the wall, $u=1.5\pm0.1$ µm.

The etch rates $R_{100}$ and $R_{111}$ are speeds measured along the normals of the respective planes. They depend on orientation alone and are constant during the etch.

(a) Find the angle $\theta$ between a {111} wall and the wafer surface.

(b) Derive the ratio $r=R_{111}/R_{100}$ in terms of $u$, $d$ and $\theta$.

(c) Evaluate $r$ and both rates. What does $u/d$ alone represent?

(d) Other crystal planes also etch. What must their rates satisfy if the groove is to be bounded by (100) and {111} alone?

(e) At what depth does the floor vanish, and what happens to the method afterwards?

(f) Find the uncertainty of $r$ due to the readings.

(g) Estimate the effect of a mask misaligned by 0.1°, and compare it with other neglected effects.

## Model answers

### (a) The wall angle

The angle between two planes equals the angle between their normals. In a cubic crystal the normals are along $(1,0,0)$ and $(1,1,1)$, so

$$
\cos\theta=\frac{(1,0,0)\cdot(1,1,1)}{1\cdot\sqrt3}=\frac1{\sqrt3},
\qquad \theta=54.74^\circ .
$$

It follows that

$$
\sin\theta=\sqrt{1-\tfrac13}=\sqrt{\tfrac23}=0.8165,
\qquad
\tan\theta=\frac{\sqrt{2/3}}{\sqrt{1/3}}=\sqrt2 .
$$

### (b) The rate ratio

Consider the right-hand wall. Let $x$ be the horizontal distance from the original mask edge, positive under the mask, and let $z$ be the depth below the protected surface.

The floor is horizontal, so its normal displacement is the depth:

$$
d=R_{100}t .
$$

The unit normal of the wall, pointing into the silicon, has components $(\sin\theta,\cos\theta)$ along $x$ and $z$. At the start the wall plane passes through the mask edge, $x=z=0$. After time $t$ it has moved a distance $R_{111}t$ along its normal, and its equation is

$$
x\sin\theta+z\cos\theta=R_{111}t .
$$

The top of the wall lies at $z=0$, where $x=u$. Hence

$$
u\sin\theta=R_{111}t .
$$

The left side is the projection of the horizontal undercut onto the wall normal. Dividing this equation by the one for the floor removes the time:

$$
\boxed{\,r=\frac{R_{111}}{R_{100}}=\frac{u}{d}\sin\theta=\sqrt{\frac23}\,\frac ud\,}
$$

If the rates drift during the etch, $R_{100}t$ and $R_{111}t$ are replaced by time integrals of the rates. If the same facets bound the groove throughout, the formula then gives the ratio of the integrals. This equals $r$ at every instant if both rates drift by a common factor.

### (c) Numerical values

The normal loss of the wall is

$$
u\sin\theta=1.5\times0.8165=1.225\ \text{µm},
$$

and therefore

$$
r=\frac{1.225}{100}=0.0122,\qquad \frac1r\approx82 .
$$

The rates follow from the etch time:

$$
R_{100}=\frac{100\ \text{µm}}{90\ \text{min}}=1111\ \text{nm/min},
\qquad
R_{111}=\frac{1.225\ \text{µm}}{90\ \text{min}}=13.6\ \text{nm/min}.
$$

The unprojected quotient is $u/d=0.015$. It is the horizontal speed of the wall divided by $R_{100}$. A tilted plane moving along its normal shifts horizontally by more than its normal displacement, by the factor $1/\sin\theta$. Used as a ratio of normal rates, $u/d$ would be 22.5% above the correct $r$.

### (d) Why other planes may be absent

The groove is a convex cavity growing into the silicon. Such a cavity is the region common to all the half-spaces bounded by its tangent planes. Each tangent plane advances at the rate of its own orientation, and silicon beyond any one of them has not yet been removed. A plane therefore appears if it is slow enough to cut off part of the region bounded by the others.

A plane inclined at $\varphi$ and starting from the right-hand mask edge obeys

$$
x\sin\varphi+z\cos\varphi=R(\varphi)t .
$$

For $\varphi<90^\circ$, division by $\cos\varphi$ gives

$$
z=H(p)t-px,\qquad p=\tan\varphi,\qquad
H(p)=\frac{R(\varphi)}{\cos\varphi}=R(\varphi)\sqrt{1+p^2}.
$$

Here $H$ is the vertical speed of the plane. For the floor, $H(0)=R_{100}$. For the wall, $H(\sqrt2)=\sqrt3R_{111}$, because $1/\cos\theta=\sqrt3$.

First take planes between the floor and the wall, $0<p<\sqrt2$. The floor and wall meet at $x_c$, where

$$
R_{100}t=\sqrt3R_{111}t-\sqrt2\,x_c
\quad\Longrightarrow\quad
x_c=\frac{\sqrt3R_{111}-R_{100}}{\sqrt2}\,t .
$$

An intermediate plane leaves this corner intact if, at $x_c$, it lies at least as deep as the floor: $H(p)t-px_c\ge R_{100}t$. Inserting $x_c$ gives

$$
H(p)\ge R_{100}+\frac{p}{\sqrt2}\left(\sqrt3R_{111}-R_{100}\right).
$$

The right side is the straight line joining the floor and wall values of $H$. The vertical speeds of intermediate planes must lie on or above it.

For steeper planes, $\theta<\varphi\le90^\circ$, the point at risk is the top of the wall, $(x,z)=(u,0)$. It survives if $u\sin\varphi\le R(\varphi)t$. With $u=R_{111}t/\sin\theta$ this becomes

$$
R(\varphi)\ge R_{111}\frac{\sin\varphi}{\sin\theta}.
$$

Overhanging planes, $\varphi>90^\circ$, add no new condition. By the mirror symmetry of the crystal about (100), planes at $\varphi$ and $180^\circ-\varphi$ etch at the same rate, and the two angles have the same sine. The condition at the top of the wall is therefore the same for both. For the mirror images of the intermediate planes it already follows from the corner condition. Multiplied by $\cos\varphi$, with $0<\varphi<\theta$, that condition reads

$$
R(\varphi)\ge R_{100}\left(\cos\varphi-\frac{\sin\varphi}{\sqrt2}\right)+R_{111}\frac{\sin\varphi}{\sin\theta},
$$

and the bracket is positive.

An isotropic etch shows how the method fails. With equal rates in all directions, a vertical plane would need $1\ge1/\sin\theta$, which is false. The undercut is then set by the vertical tangent plane and equals the depth. The formula from (b) would return 0.8165 instead of the true ratio 1, because no {111} facet is present.

The selection of facets can also be tested by solving the surface motion $\partial h/\partial t=H(|\partial h/\partial x|)$ numerically for the depth profile $h(x,t)$. The final shape is not prescribed, but the speed law is chosen to make (100) and {111} slow enough to meet the conditions above. The test therefore checks the geometry for speed laws that obey the selection rule. It does not show what happens when the rule is broken, and it does not test the real rates of silicon. In units where $R_{100}=1$, the chosen speed law was

$$
H(p)=r\sqrt{1+p^2}+(1-r+Bp)\left|1-\frac p{\sqrt2}\right| ,
$$

where $B$ controls the speed of the other planes. The opening had width 2.4 and the etch time was 1. Outside the opening the initial profile was continued above the mask plane by artificial walls of slope 2.5, so the test covers planes inclined by up to about 68° and not the steeper ones. With $B=1$, input ratios of 0.020, 0.050 and 0.100 were recovered from the computed undercut and depth as 0.02000, 0.05000 and 0.10000. Changing $B$ to 2 at $r=0.050$ left the inferred ratio at 0.05000.

Halving the mesh spacing changed the inferred ratio at the level of computer rounding. The scheme includes the exact floor and wall slopes, and the mask edge is a mesh point at both spacings, which favours such close agreement. The agreement says little about how sharply the mesh resolves the corners.

### (e) Disappearance of the floor

At the mask plane the groove has width $W+2u$. Each wall takes up a horizontal distance $d/\tan\theta$ between top and bottom. The floor width is therefore

$$
w=W+2u-\frac{2d}{\tan\theta}.
$$

For the measured groove,

$$
w=300+2(1.5)-\frac{2(100)}{1.414}=161.6\ \text{µm},
$$

so the floor is present and the result in (c) is admissible.

To find the closure depth $d_c$, substitute $u=rd/\sin\theta$ and $1/\tan\theta=\cos\theta/\sin\theta$:

$$
w=W-\frac{2d(\cos\theta-r)}{\sin\theta}.
$$

Setting $w=0$ gives

$$
d_c=\frac{W\sin\theta}{2(\cos\theta-r)}
=\frac{300\times0.8165}{2(0.5774-0.0122)}
=216.7\ \text{µm}.
$$

This requires $r<\cos\theta$. If $r=\cos\theta$ the floor keeps its width, and if $r$ is larger the floor widens, provided the conditions in (d) still hold. For $r\to0$ the closure depth tends to $W\tan\theta/2=W/\sqrt2$, the depth of a V-groove with stationary walls.

After closure the walls meet at half the top width, and the depth is

$$
d_V=\left(\frac W2+u\right)\tan\theta .
$$

It is now controlled by the {111} walls and no longer equals $R_{100}t$. If the formula from (b) is applied anyway, it gives

$$
r_{\rm app}=\frac{u\sin\theta}{(W/2+u)\tan\theta}
=\frac{u\cos\theta}{W/2+u}.
$$

This apparent ratio depends on the mask width and rises towards $\cos\theta$ as $u$ grows, whatever the true $r$ below $\cos\theta$. In the scaled model of (d), an opening of width 0.8 etched for unit time with $r=0.05$ closed before the end. Its final shape gave an apparent ratio of 0.0767.

A closed groove still yields $R_{111}=u\sin\theta/t$ if the time is known. To obtain $R_{100}$, a wider opening or a shorter etch is needed.

### (f) Reading uncertainty

The angle is fixed by the crystal, so the readings to vary are $u$ and $d$. Taking logarithms,

$$
\ln r=\ln u-\ln d+\ln\sin\theta
\quad\Longrightarrow\quad
\frac{\delta r}{r}=\frac{\delta u}{u}-\frac{\delta d}{d}
$$

to first order. For independent random errors the cross term averages to zero when this is squared. Interpreting the quoted uncertainties as standard deviations,

$$
\frac{\sigma_r}{r}
=\sqrt{\left(\frac{0.1}{1.5}\right)^2+\left(\frac1{100}\right)^2}
=0.067 .
$$

Thus $\sigma_r=0.0008$, and from the readings alone

$$
r=0.0122\pm0.0008 .
$$

The undercut dominates the error. A more precise depth reading would hardly improve the result.

### (g) Misalignment and other neglected effects

Let the mask edge make a small angle $\delta$ with the $\langle110\rangle$ direction. Model the wall as {111} terraces separated by steps. In the mask plane, let $s$ run along the terraces and $y$ perpendicular to them. The average wall line is initially

$$
y=s\tan\delta .
$$

Etching moves the steps along $s$ at speed $v$, in the sense that enlarges the cavity. After time $t$ the average line is

$$
y=(s+vt)\tan\delta .
$$

The two lines are separated by $vt\tan\delta$ along $y$. Their perpendicular distance is smaller by $\cos\delta$:

$$
\Delta u=vt\tan\delta\cos\delta=vt\sin\delta .
$$

Assume that this adds to the undercut caused by the motion of the terraces themselves, which holds if the terraces retreat independently of these steps. The small change of that part by the factor $\cos\delta$ is neglected. Since $t=d/R_{100}$, the inferred ratio is too high by

$$
\Delta r=\frac{\Delta u}{d}\sin\theta
=\frac{v}{R_{100}}\sin\theta\sin\delta .
$$

The step speed is not known from the data. For an estimate, assume $v=R_{100}$, so that $vt=d$. Then

$$
\Delta u=100\ \text{µm}\times\sin0.1^\circ=0.175\ \text{µm},
$$

which is about 12% of the measured undercut and hence of the inferred ratio. This figure depends on the additive assumption. If the terraces instead retreat by nucleating pits whose edges run at the same speed $v$ and annihilate with the misalignment steps, a one-dimensional step balance combines the two parts in quadrature, $u=\sqrt{u_0^2+\Delta u^2}$, where $u_0$ is the undercut for perfect alignment. The excess at 0.1° is then only about 1%. The additive value is the high case for a given $v$. In the additive model and for this assumed step speed the effect exceeds the reading uncertainty; for $v$ below about $0.58R_{100}$ it would not. Because $\Delta r$ does not depend on depth in this model, etching longer does not remove it. The estimate assumes an edge much longer than $vt$, so that the supply of steps does not run out.

The other effects are sized with assumed inputs, one at a time:

- **Wafer miscut.** A 0.5° tilt about the groove axis changes the wall angles to $\theta\pm0.5^\circ$. At fixed depth and $R_{111}$, the undercut on one side changes by up to 0.62%. The first-order changes are opposite on the two sides, and averaging them leaves 0.0076%. A change in the floor rate due to the tilt is not included. A tilt $\alpha$ along the groove is more serious. It rotates the {111} traces in the surface by $\delta$ with $\tan\delta=\sin\alpha\cot\theta$, in opposite senses on the two walls. For $\alpha=0.5^\circ$, $\delta=0.35^\circ$, which in the additive model with $v=R_{100}$ adds 0.62 µm, about 41% of the measured undercut, on each wall. Averaging the sides does not cancel this, and rotating a parallel-edged mask cannot align both walls at once.
- **Mask retreat.** At 0.1 nm/min the nitride edge retreats 9 nm in 90 min. An undercut measured from the retreated edge would be short by 0.6%.
- **Temperature.** If the activation energies of the two rates differ by 0.1 eV, a change of 1 K near 353 K changes the true ratio by 0.93%. This matters when results from different baths are compared.

In the additive model, the 0.1° misalignment exceeds the tilt about the groove axis, the mask retreat and the temperature effect, but a 0.5° tilt along the groove, which acts as a misalignment, exceeds it.

In real KOH etching near 80 °C, $R_{100}$ is roughly 1 µm/min, and {111} planes are slower by a factor of roughly tens to hundreds, depending on the solution and on alignment. The example lies in that range. Perfect alignment is an assumption that needs checking, since a wafer flat used as the reference may itself be off the crystal axis by some tenths of a degree. In the additive model with $v=R_{100}$, each 0.1° costs roughly 0.2 µm of extra undercut at this depth. The value $r=0.0122$ should therefore be reported together with the alignment accuracy. The mask-retreat estimate applies to nitride and should not be carried over to silicon dioxide, which KOH attacks much faster.

The numerical output lists most of the values used in these answers.

## Numbers as computed

```
Wall angle theta: 54.7356 degree
sin(theta): 0.8165
tan(theta): 1.414
Simulation: fast-plane parameter 1, input ratio 0.020, inferred 0.02000
Simulation: fast-plane parameter 1, input ratio 0.050, inferred 0.05000
Simulation: fast-plane parameter 2, input ratio 0.050, inferred 0.05000
Simulation: fast-plane parameter 1, input ratio 0.100, inferred 0.10000
Shift of inferred ratio, mesh 0.02 to 0.01: 3.6e-15
Closed groove: input ratio: 0.05
Closed groove: wrongly inferred ratio: 0.0767
Example opening width: 300 um
Example depth: 100 um
Example undercut per side: 1.5 um
Example etch time: 90 min
Undercut/depth without projection: 0.015
Excess if projection is omitted: 22.5 %
Normal loss of (111) wall: 1.225 um
Ratio R111/R100: 0.01225
Inverse ratio R100/R111: 81.6
Rate R100: 1111 nm/min
Rate R111: 13.6 nm/min
Remaining floor width: 161.6 um
Depth at which floor would close: 216.7 um
Depth reading uncertainty: 1 um
Undercut reading uncertainty: 0.1 um
Relative uncertainty of ratio: 6.7 %
Absolute uncertainty of ratio: 0.00083
Assumed misalignment: 0.1 degree
Assumed step speed / R100: 1
Extra undercut from misalignment: 0.175 um
Misalignment effect / inferred ratio: 11.6 %
Assumed wafer miscut: 0.5 degree
Miscut effect on one wall: 0.62 %
Miscut effect after averaging walls: 0.0076 %
Assumed mask retreat rate: 0.1 nm/min
Mask retreat: 9 nm
Mask retreat / undercut: 0.6 %
Etch temperature: 353.15 K
Assumed activation-energy difference: 0.1 eV
Ratio change for 1 K: 0.93 %
```
